\section*{Why First-Arm Opening Need Not Cost Half of Chelate Removal}

\section{The result}

Let a metal fragment M hold a bidentate ligand L. Three relaxed states matter: the chelate C, with both arms bound; the open complex O, with one arm bound; and the separated fragments F. With $E$ the potential energy at each minimum, define
\begin{align}
E_{\rm rem}&=E_F-E_C, & E_1&=E_O-E_C, & E_2&=E_F-E_O .
\end{align}
These are the energies for removing the ligand, opening the first arm and detaching the remaining arm. They are neither barriers nor free energies. The first-arm energy differs from half the removal energy by
\begin{equation}
\delta\equiv E_1-\tfrac12E_{\rm rem}=\tfrac12(E_1-E_2). \label{eq:result}
\end{equation}
Half the removal energy is therefore the opening energy if and only if the two steps cost the same. Two identical donor atoms do not ensure this. In the example below, removal costs 1.40 eV (135 kJ/mol), half of that is 0.70 eV (67 kJ/mol), and opening the first arm costs 0.60 eV (58 kJ/mol).

\section{A counter-example with identical arms}

The ligand has the backbone N--C--C--N. Its torsion $\phi$ is $180^\circ$ when the chain is extended (anti) and near $60^\circ$ when it is folded (gauche). Its internal energy is
\begin{equation}
U(\phi)=\frac{V_1}{2}(1+\cos\phi)+\frac{V_3}{2}(1+\cos3\phi),
\end{equation}
with $V_1=0.08$ eV and $V_3=0.13$ eV. The anti form has $U=0$ and is the relaxed free ligand. The gauche minimum lies at $\phi_g=63.5^\circ$ and costs $\varepsilon=U(\phi_g)=0.059$ eV.

A metal--nitrogen bond of length $r$ contributes $-Dw(r)$, where
\begin{equation}
w=2x-x^2=1-(1-x)^2,\qquad x=e^{-a(r-r_0)} .
\end{equation}
This is a Morse bond of depth $D$, and $w\le1$, with equality at $r=r_0$. I take $D=0.80$ eV, $a=15$ nm$^{-1}$ and $r_0=0.210$ nm. When both arms are bound, each donor weakens the other's bond through a term $Jw_1w_2$, with $J=0.12$ eV. The metal also prefers a donor--metal--donor angle $\beta_0=100^\circ$, with stiffness $K=2.5$ eV/rad$^2$. The chelate energy is
\begin{equation}
V_C=-D(w_1+w_2)+Jw_1w_2+\tfrac12K(\beta-\beta_0)^2+U(\phi).
\end{equation}
The angle $\beta$ is not free: the ligand fixes the distance $b(\phi)$ between its nitrogen atoms, so $b^2=r_1^2+r_2^2-2r_1r_2\cos\beta$. For C--C length $L=0.153$ nm, C--N length $l=0.147$ nm and N--C--C angle $\theta=110^\circ$,
\begin{equation}
b^2=(L-2l\cos\theta)^2+2l^2\sin^2\theta\,(1-\cos\phi).
\end{equation}
The first term is the squared separation of the nitrogens along the C--C axis, and the second is their squared separation across it.

In the open state one bond remains, and the mutual weakening and the angle term vanish. Its energy $-Dw+U$ is least at $w=1$, $U=0$, so $E_O=-D$. The separated state has $E_F=0$. For the chelate, add and subtract $2D$:
\begin{align}
E_C&=-2D+A,\\
A&=D(2-w_1-w_2)+Jw_1w_2+\tfrac12K(\beta-\beta_0)^2+U(\phi), \label{eq:A}
\end{align}
evaluated at the chelate minimum. Hence
\begin{align}
E_{\rm rem}&=2D-A,\qquad E_1=D-A,\qquad E_2=D,\\
\delta&=(D-A)-\left(D-\frac A2\right)=-\frac A2. \label{eq:model}
\end{align}
Opening one arm recovers the whole penalty $A$; halving the removal energy credits only half of it. For $J\ge0$ and bound donors ($w_1,w_2>0$), every term in $A$ is non-negative, so in this model the half value cannot be too low.

Numerical minimization over $r_1,r_2,\phi$ by the downhill simplex method, on the gauche branch, gives the four terms of \eqref{eq:A} in order:
\begin{equation}
A=(0.005+0.119+0.010+0.069)\ {\rm eV}=0.203\ {\rm eV}.
\end{equation}
Thus $E_{\rm rem}=1.600-0.203=1.397$ eV and $E_1=0.800-0.203=0.597$ eV, while $E_2=0.800$ eV. The discrepancy is $\delta=-0.10$ eV; the half value is too high by 17\% of the true opening energy.

The ligand's part can be seen by opening the arm in two stages. If the torsion stays frozen at its chelate value, opening costs 0.666 eV. The ligand then relaxes to the anti form and returns 0.069 eV, leaving 0.597 eV.

\section{How the ring strain is shared}

The size of the strain follows from a small-displacement calculation. The gauche ligand offers the bite $b(\phi_g)$, whereas the metal prefers $2r_0\sin(\beta_0/2)$. Their mismatch is
\begin{equation}
\Delta=2r_0\sin(\beta_0/2)-b(\phi_g)=0.0294\ {\rm nm}.
\end{equation}
To first order only the symmetric stretch $\delta r$ of the two bonds changes the bite. Closing the gap requires
\begin{equation}
b'\,\delta\phi-2\sin(\beta_0/2)\,\delta r-r_0\cos(\beta_0/2)\,\delta\beta=\Delta,
\end{equation}
where $b'=db/d\phi$ at $\phi_g$. The energy to be minimized is
\begin{equation}
S=\tfrac12U''\delta\phi^2+\tfrac12(2k_r)\delta r^2+\tfrac12K\delta\beta^2 .
\end{equation}
At $r_0$, $w'=0$ and $w''=-2a^2$. Differentiating $-D(w_1+w_2)+Jw_1w_2$ twice with respect to one length gives $k_r=2a^2(D-J)$, and the mixed derivative vanishes.

Write the constraint as $\sum_i g_ix_i=\Delta$ and the energy as $\frac12\sum_i k_ix_i^2$. A Lagrange multiplier $\lambda$ gives $k_ix_i=\lambda g_i$, so $x_i=\lambda g_i/k_i$. Inserting this in the constraint gives $\Delta=\lambda C$ with $C=\sum_i g_i^2/k_i$, and the energy is $\frac12\lambda^2C$. Therefore
\begin{align}
S&=\frac{\Delta^2}{2(C_L+C_M)},\qquad C_L=\frac{b'^2}{U''(\phi_g)},\\
C_M&=\frac{2\sin^2(\beta_0/2)}{k_r}+\frac{r_0^2\cos^2(\beta_0/2)}{K}.
\end{align}
Ligand and metal side act as springs in series. The softer one stores more energy, and the ligand's fraction is $C_L/(C_L+C_M)$. Here $S=0.025$ eV, of which the ligand holds 36\% in this approximation; at the full minimum, where the displacements are not very small, its share of $A-J-\varepsilon$ is 41\%. To leading order in the mismatch,
\begin{equation}
\delta\simeq-\tfrac12(J+\varepsilon+S)
=-\tfrac12(0.120+0.059+0.025)\ {\rm eV}=-0.102\ {\rm eV},
\end{equation}
in agreement with the full minimization.

Strain need not lengthen the bonds. The ligand's bite is too small for this metal, so $\Delta>0$ and the solution has $\delta r<0$ and $\delta\beta<0$. The minimized chelate indeed has bonds of 0.206 nm and an angle of $94.8^\circ$, while its torsion has opened to $74.8^\circ$.

\section{The general statement and its proof}

The identity \eqref{eq:result} does not depend on the model. Adding the two steps gives
\begin{equation}
E_1+E_2=(E_O-E_C)+(E_F-E_O)=E_{\rm rem}.
\end{equation}
Subtracting half of this sum from $E_1$ leaves $\frac12(E_1-E_2)$, which proves it. For a ligand with unlike arms it holds separately for each choice of open state.

To expose the causes, let $S_X$ be the energy needed to deform the separated, relaxed fragments to the shapes they have in state $X$. Let $I_X$ be the energy then released when these frozen fragments are joined. By definition
\begin{equation}
E_X=E_F+S_X-I_X,\qquad X=C,O .
\end{equation}
Consequently $E_1=(S_O-I_O)-(S_C-I_C)$ and $E_{\rm rem}=I_C-S_C$, so that
\begin{equation}
\delta=\left(\frac{I_C}{2}-I_O\right)+\left(S_O-\frac{S_C}{2}\right). \label{eq:causes}
\end{equation}
The first bracket compares the remaining bond with the average interaction per arm in the chelate. The second compares the strain left after opening with half the original strain. The half rule requires the brackets to cancel; they need not vanish separately.

In the example the metal fragment is rigid, so $S_C=0.069$ eV is the ligand energy and $S_O=0$. The second bracket is $-0.0345$ eV. The first, which contains the mutual weakening and the strain in the metal--donor bonds and angle, supplies the other $-0.0671$ eV.

\section{Agreement, cancellation and reversal}

If $J=0$, the gauche and anti forms have equal energy and the bite is matched, then $A=0$ and the half rule holds. Restoring one cause at a time, with the other two kept absent, gives $\delta=-0.060$ eV for mutual weakening, $-0.029$ eV for the gauche cost and $-0.013$ eV for the same bite mismatch as before.

A rigid ligand can behave in the opposite way. Suppose it is already shaped for chelation and the metal fragment keeps its shape, so $S_C=0$, and suppose $I_C=2I_O$. If one arm can leave only by distorting the ligand, \eqref{eq:causes} gives $\delta=S_O>0$: opening costs more than half.

A metal fragment that bends to accept donors can also raise $\delta$, as it does when the bending force grows in proportion to the donor bonding. Add $\frac12K_qq^2-cq\,n$, where $q$ is the bending angle and $n$ is the sum of the bond weights $w$. Setting the derivative to zero gives $q=cn/K_q$, and the added energy becomes
\begin{equation}
-gn^2,\qquad g=\frac{c^2}{2K_q}.
\end{equation}
For nearly unstrained bonds this is $-4g$ in the chelate and $-g$ in the open state. Since $\delta=E_O-\frac12(E_C+E_F)$, the shift is $-g+2g=+g$. With $K_q=1$ eV/rad$^2$ and $c=0.30$ eV/rad, $g=0.045$ eV, and full minimization also gives a shift of 0.045 eV. At $g=0.102$ eV the discrepancy cancels, although weakening and strain are still present. At $c=0.60$ eV/rad it reverses to $+0.077$ eV. That last case implies a bend of about 1.2 rad in the chelate, so it demonstrates the sign change rather than a realistic fragment.

The shift $+g$ assumes that the bending forces of the two donors add along one line. For a linear fragment such as R--Zn--R, pushed by two donors an angle $\beta$ apart in the plane normal to its axis, the forces add as vectors. Then $n=2\cos(\beta/2)$ in the chelate, and the shift is $-g+2g\cos^2(\beta/2)=g\cos\beta$: about $-0.09g$ at $95^\circ$ and $+0.17g$ at $80^\circ$. The cancellation and reversal above belong to the collinear case.

\section{Reading the numbers for a precursor}

The parameters are round values chosen to show the mechanism. They do not describe a particular precursor, and a comparison with diamine adducts of zinc alkyls shows their limits. The model's metal--nitrogen bonds, 0.206 nm in the chelate, are short: amine adducts of dialkylzinc have distances nearer 0.22--0.24 nm. The bond depth is probably high for a weakly acidic dialkylzinc, and the chelate's angle and torsion are larger than is typical of a five-membered diamine ring. The model omits the directional preference of the nitrogen lone pairs. Its rigid metal fragment is also unrealistic, because dialkylzinc bends on binding a diamine; since the two donors push on the C--Zn--C unit from directions nearly a right angle apart, the resulting shift of $\delta$ is of order $g\cos\beta$ rather than $g$, and the illustrative values of $c$ and $K_q$, which are not fitted to a dialkylzinc, give neither its size nor its sign.

Other omissions have different sizes. Point dipoles of 1 D on the dangling arm and 4 D on the bound fragment, 0.50 nm apart and head to tail along the line joining them, attract by 0.040 eV, which would make $\delta$ more negative by that amount. The change in metal--nitrogen stretching zero-point energy, for a reduced mass of 12 u, shifts $\delta$ by only about 0.001 eV in size. Its sign is not settled by this estimate: mutual weakening softens the chelate's bonds, while their compression and the ring's stiffness act the other way.

At 400 K, using half the removal energy in place of $E_1$ makes the Boltzmann factor for the open state too small by $e^{-\delta/k_BT}\approx19$, with all prefactors held fixed. This concerns an equilibrium population. A rate needs the opening barrier, which is not calculated here and cannot lie below $E_1$.

Free energies require a separate comparison. If opening turns a torsion as stiff as the gauche well into a free rotor, the classical gain is $k_BT\ln(2\pi/\sqrt{2\pi k_BT/U''})=0.08$ eV. The model's own torsion remains hindered after opening, and integrating its Boltzmann factor over $\phi$ instead gives a gain of only 0.01 eV. Complete removal also creates an extra gas molecule. With each species at 1 Torr and a reduced mass $\mu=60$ u for the separating pair, the translational gain is
\begin{equation}
k_BT\ln\frac{k_BT}{p\Lambda^3}=0.83\ {\rm eV},\qquad
\Lambda=\frac{h}{\sqrt{2\pi\mu k_BT}},
\end{equation}
before changes in rotation and vibration are counted. Opening an arm has no such term. The sign of $\delta$ for potential energies therefore does not fix the sign of the corresponding free-energy difference.
